\section*{Thin-film crystallization by circular growth from preexisting random nuclei}

\section{The law and its derivation}

\subsection{Result and conditions}

A thin amorphous film contains $N$ crystal nuclei per unit area, all present at time $t=0$. Each grows in the film plane as a circle whose radius increases at the speed $v$, and growth stops wherever two grains meet. The expected fraction of the film area that is still amorphous is
\begin{equation}
X(t)=\exp\left(-\pi N v^2t^2\right).
\label{eq:law}
\end{equation}
The crystallized fraction is $1-X$. The exponent has no dimension, since $N$ is an inverse area and $vt$ is a length.

The law rests on these assumptions.
\begin{enumerate}
\item The nuclei are placed independently of one another, with uniform probability over the film. In a large film this is a Poisson pattern.
\item No nuclei form after $t=0$.
\item All grains have the same speed in all directions of the plane.
\item The film is much thinner than $vt$, so that a grain can be treated as a disc through the whole thickness, and much wider than $vt$, so that its edges can be ignored.
\item The initial radius of a nucleus is negligible.
\end{enumerate}
Circular growth alone is not enough: regularly placed nuclei, or nuclei born during the anneal, lead to other laws, which are derived in the second half.

The difficulty in the problem is impingement. If the grains did not meet, their total area per unit film area would be $\pi Nv^2t^2$, a number that grows beyond one. The derivation first shows that the grains, although they block each other, cover the same region as discs that overlap freely. It then finds the probability that a point lies outside all these discs.

\subsection{Why blocked grains cover the same region as free discs}

Take a fixed point $P$ in the film. Let $O$ be the nucleus nearest to it and $d=|OP|$ their distance. The claim is that $P$ crystallizes at the time
\begin{equation}
T(P)=\frac{d}{v}.
\label{eq:arrival}
\end{equation}

It cannot crystallize earlier. A crystal front reaches $P$ along some path that begins at a nucleus. The path is at least as long as the straight distance from that nucleus to $P$, which is at least $d$, and the front travels at speed $v$.

It does not crystallize later either. Let $Q$ be any point on the straight segment from $O$ to $P$, so that $|OQ|+|QP|=d$. For any other nucleus $O'$, the triangle inequality gives $|O'P|\le|O'Q|+|QP|$, and therefore
\begin{align}
|O'Q|&\ge |O'P|-|QP| \nonumber\\
&\ge d-|QP| \nonumber\\
&=|OQ|.
\label{eq:triangle}
\end{align}
The second line uses the fact that no nucleus is nearer to $P$ than $d$. The nucleus $O$ is thus nearest to every point of the segment. No other grain can occupy a point of the segment before the grain from $O$ arrives, so the way to $P$ stays open and the front arrives at $d/v$. A tie, in which two nuclei are equally near to $P$, has probability zero for randomly placed nuclei and would not change the arrival time.

From equation~\eqref{eq:arrival}, $P$ is amorphous at time $t$ if and only if $d>vt$. This is the condition that no nucleus lies within a disc of radius $vt$ around $P$. It is also the condition that $P$ lies outside all discs of radius $vt$ drawn around the nuclei. Impingement decides which grain owns a point and where the grain boundaries run, but it does not alter the total covered area.

The proof used equal speeds. If one grain were faster than its neighbour, a slow grain could stand between a fast grain and a point that the fast one would otherwise have reached first. The covered region would then differ from that of the free shapes.

The equivalence can be seen in a growth simulation that enforces blocking. A periodic grid of $150\times150$ cells received 60 seeds at random cells. A grain spread by straight hops whose two components are integers of magnitude at most 3 without a common divisor. Each cell was given to the grain that reached it first and could not be entered again. This set of hops lengthens some paths, by at most 1.31\% relative to the straight distance. At the time when equation~\eqref{eq:law} gives one half for this seed density, the fraction of amorphous cells was 0.5235. Free discs around the same seeds left 0.5132. The grown fraction cannot be the smaller of the two, because the hops can delay an arrival but never advance it. Neither fraction needs to equal one half, because one pattern of 60 seeds fluctuates about the mean.

\subsection{A finite number of nuclei}

Write $r=vt$ for the disc radius and $a=\pi r^2$ for the disc area. Let $M$ nuclei be placed independently and uniformly in a square of area $A$ with periodic edges. Periodic edges mean that a disc leaving on one side re-enters on the opposite side, so every point of the square is equivalent. Let $r$ be less than half the side, so that a disc does not overlap its own periodic copy.

One nucleus falls inside the disc around $P$ with probability $a/A$ and misses it with probability $1-a/A$. The positions are independent, so the probabilities of missing multiply:
\begin{equation}
X_M=\left(1-\frac{a}{A}\right)^M.
\label{eq:finite}
\end{equation}
This is also the expected amorphous fraction of the area. The amorphous area is the integral over all $P$ of an indicator that is one if $P$ is amorphous and zero otherwise. The mean of the indicator is $X_M$ at every $P$, and division of the integral by $A$ leaves $X_M$.

For a small number of nuclei this differs from an exponential. With $M=5$ and $a/A=(\ln2)/5=0.1386$, the exponential $\exp(-Ma/A)$ is 0.5, whereas equation~\eqref{eq:finite} gives $0.8614^5=0.4742$. Random placement of five nuclei, repeated 200\,000 times, left the disc empty in a fraction 0.4745 of the trials.

\subsection{The limit of a large film}

Now let $A$ grow at fixed density, with $M=NA$. Then $a/A=Na/M$, and
\begin{equation}
\ln X_M=M\ln\left(1-\frac{Na}{M}\right).
\label{eq:logfinite}
\end{equation}
The limit follows from two bounds on the logarithm. For $0\le x<1$,
\begin{equation}
-\ln(1-x)=\int_0^x\frac{du}{1-u}.
\end{equation}
Inside the integral, $1/(1-u)$ lies between 1 and $1/(1-x)$. Hence
\begin{equation}
x\le-\ln(1-x)\le\frac{x}{1-x}.
\end{equation}
Setting $x=Na/M$ and multiplying by $M$ gives
\begin{equation}
Na\le-\ln X_M\le\frac{Na}{1-Na/M}.
\label{eq:squeeze}
\end{equation}
As $M\to\infty$ at fixed $Na$, both outer terms tend to $Na$, and therefore
\begin{equation}
X=\exp(-Na)=\exp\left(-\pi N v^2t^2\right).
\end{equation}
This is equation~\eqref{eq:law}. The factor $\pi$ comes from the disc area, and the square of $t$ from growth in two dimensions with a fixed set of centres.

The size of the finite-number error follows from the next term of the series $\ln(1-x)=-x-x^2/2-\dots$. It multiplies the exponential by about $\exp[-(Na)^2/(2M)]$. The law is therefore good when $M$ is large compared with $(Na)^2/2$. This condition becomes stricter late in the anneal, when $Na$ is several units.

A simulation need not use a very large box if the number of nuclei is itself drawn from a Poisson distribution of mean $NA$. The average of equation~\eqref{eq:finite} over that distribution is
\begin{align}
\sum_{M=0}^{\infty}e^{-NA}\frac{(NA)^M}{M!}\left(1-\frac{a}{A}\right)^M
&=e^{-NA}\sum_{M=0}^{\infty}\frac{(NA-Na)^M}{M!}\nonumber\\
&=e^{-NA}e^{NA-Na}=e^{-Na}.
\label{eq:poissonbox}
\end{align}
The first step combines the two $M$th powers, since $NA(1-a/A)=NA-Na$. The second is the series of the exponential. The box size has dropped out, provided that $r$ stays below half the side.

\subsection{The same law as a rate equation}

The crystallization rate equals the speed $v$ times the length of front that still faces amorphous material. Draw a circle of radius $r$ around each of the $M$ nuclei. A point on one circle belongs to the active front if none of the other $M-1$ nuclei is closer to it than $r$. The other nuclei are placed independently of the chosen one, so this has probability $(1-a/A)^{M-1}$. The expected active length per unit area is
\begin{equation}
\ell=\frac{M}{A}\,2\pi r\left(1-\frac{a}{A}\right)^{M-1}
\;\longrightarrow\;2\pi N r X.
\label{eq:front}
\end{equation}
In the limit, one factor $1-a/A$ more or less makes no difference, because it tends to one. In a time $dt$ the front sweeps the area $\ell v\,dt$ per unit area, so with $r=vt$
\begin{equation}
-\frac{dX}{dt}=v\ell=2\pi Nv^2t\,X.
\label{eq:rate}
\end{equation}
Division by $X$ and integration from $X(0)=1$ give
\begin{equation}
\ln X(t)=-2\pi Nv^2\int_0^t t'\,dt'=-\pi Nv^2t^2,
\end{equation}
which is the same law. The factor $t$ in equation~\eqref{eq:rate} describes the lengthening of each circle, and the factor $X$ describes the loss of front by impingement.

\subsection{Times, rates and slopes}

With $b=\pi Nv^2$ the law reads $X=e^{-bt^2}$. Taking the logarithm and solving for the time at which a fraction $X$ remains gives
\begin{equation}
t_X=\sqrt{\frac{-\ln X}{b}}=\frac{1}{v}\sqrt{\frac{-\ln X}{\pi N}}.
\label{eq:tX}
\end{equation}
The positive root is taken because $t\ge0$, and $-\ln X$ is positive for $X<1$.

The rate is $-dX/dt=2bt\,e^{-bt^2}$. Its derivative is $2b(1-2bt^2)e^{-bt^2}$, which changes from positive to negative at
\begin{equation}
t_{\rm p}=\frac{1}{\sqrt{2b}}=\frac{1}{v\sqrt{2\pi N}}.
\label{eq:peak}
\end{equation}
At this time $bt_{\rm p}^2=1/2$, so the amorphous fraction is $e^{-1/2}$. Since $2b=1/t_{\rm p}^2$, the peak rate is $e^{-1/2}/t_{\rm p}$.

The transformation time averaged over the film area is obtained by integrating by parts:
\begin{align}
\bar t&=\int_0^\infty t\left(-\frac{dX}{dt}\right)dt
=\Big[-tX\Big]_0^\infty+\int_0^\infty X\,dt\nonumber\\
&=0+\frac12\sqrt{\frac{\pi}{b}}=\frac{1}{2v\sqrt N}.
\label{eq:mean}
\end{align}
The boundary term vanishes because $t$ is zero at one end and $e^{-bt^2}$ outweighs $t$ at the other. The remaining integral is half of the Gaussian integral $\sqrt{\pi/b}$.

Two logarithms turn the law into a straight line,
\begin{equation}
\ln(-\ln X)=\ln b+2\ln t,
\label{eq:avrami}
\end{equation}
with slope 2. The intercept yields $b$, and hence the product $Nv^2$. The curve $X(t)$ cannot separate many slow grains from few fast ones. A separate count of grains in the finished film does so: $M$ nuclei in an area $A$ leave $M$ grains, whose mean area is $A/M=1/N$.

\subsection{Anneals with a changing temperature}

If $v$ varies with time but is the same for all grains at any moment, every grain has the free radius
\begin{equation}
R(t)=\int_0^t v(t')\,dt'.
\label{eq:radius}
\end{equation}
The proof of equation~\eqref{eq:arrival} can be repeated with $R$ in the role of the clock: $P$ crystallizes when $R=d$. Hence
\begin{equation}
X(t)=\exp\left[-\pi N R(t)^2\right].
\label{eq:ramp}
\end{equation}
As long as all nuclei are present from the start, a process simulator therefore needs to store one length, $R$, and to update it by $R\leftarrow R+v\,\Delta t$. A grain born later, at $t'$, has the radius $R(t)-R(t')$, and one stored length is then not enough. It should not insert the current speed into $\exp(-\pi Nv^2t^2)$, which would treat the whole past as if it had run at the present temperature. For small crystallized fractions, $1-X$ should be computed as $-\mathrm{expm1}(-\pi NR^2)$, where $\mathrm{expm1}(y)=e^y-1$ is the library function that avoids the subtraction of nearly equal numbers.

\section{Worked example and limits of the law}

\subsection{Symbols and results carried over}

$N$ is the number of nuclei per area, $v$ the front speed, $r=vt$ the free radius of a grain, and $X$ the expected amorphous fraction. A point crystallizes when the disc of radius $r$ around it first contains a nucleus. For random nuclei present from the start this gives
\begin{equation}
X=e^{-\pi Nv^2t^2},\qquad
t_X=\frac1v\sqrt{\frac{-\ln X}{\pi N}}.
\label{eq:restate}
\end{equation}
The active front length per area is $2\pi NrX$, and the mean transformation time is $1/(2v\sqrt N)$. The times at which 50\% and 99\% of the area is crystalline are called $t_{50}$ and $t_{99}$.

\subsection{A seeded amorphous silicon film}

The example is solid-phase crystallization of a seeded amorphous silicon film near 873~K. The parameters are rough values: $N=0.25~\mu\mathrm m^{-2}=2.5\times10^{-7}~\mathrm{nm^{-2}}$, $v=0.1$~nm/s and thickness $h=50$~nm. Then
\begin{equation}
\pi Nv^2=\pi\,(2.5\times10^{-7})(0.1)^2~\mathrm{s^{-2}}
=7.854\times10^{-9}~\mathrm{s^{-2}},
\end{equation}
and equation~\eqref{eq:restate} gives
\begin{align}
t_{50}&=\sqrt{\frac{0.6931}{7.854\times10^{-9}}}~\mathrm s
=9394~\mathrm s=2.61~\mathrm h,\\
t_{99}&=\sqrt{\frac{4.605}{7.854\times10^{-9}}}~\mathrm s
=24215~\mathrm s=6.73~\mathrm h.
\end{align}
The digits serve to follow the arithmetic; the parameters do not justify more than one or two. The free radius is 939~nm at $t_{50}$ and 2421~nm at $t_{99}$, both much larger than the thickness. The rate peaks at 7979~s, when $X=0.607$, and there 0.274 of the film area crystallizes per hour. The mean transformation time is 10\,000~s, and the mean final grain area is $1/N=4~\mu\mathrm m^2$.

The last part of the transformation is slow. Going from 50\% to 99\% takes longer than reaching 50\%, because random placement leaves some regions far from any nucleus.

Simulated patterns show how the law appears in samples. In each of 400 periodic boxes with a side of 20\,000~nm, the number of nuclei was drawn from a Poisson distribution of mean 100 and the nuclei were placed at random. The distance to the nearest nucleus was then found at $40\times40$ grid points. The fraction of points farther away than $vt$ is the simulated $X$:
\begin{center}
\begin{tabular}{rcc}
$t$ (s) & simulated $X$ & law\\
4697 & $0.8419\pm0.0008$ & 0.8409\\
9394 & $0.5025\pm0.0020$ & 0.5000\\
14092 & $0.2124\pm0.0021$ & 0.2102\\
18789 & $0.0631\pm0.0013$ & 0.0625\\
24215 & $0.0100\pm0.0005$ & 0.0100
\end{tabular}
\end{center}
The uncertainties are standard errors of the mean over the boxes. All rows use the same patterns, so their deviations are not independent. A straight-line fit of $\ln(-\ln X)$ against $\ln t$ through the first four simulated values has slope 2.002. The front length at $t_{50}$ was found separately, by placing 12 points on each circle and counting those with no nucleus closer than the circle radius. It was $(7.36\pm0.02)\times10^{-4}~\mathrm{nm^{-1}}$, against $7.38\times10^{-4}~\mathrm{nm^{-1}}$ from $2\pi NrX$.

\subsection{Scatter between microscope fields}

The law gives a mean, and an image of finite area $A$ scatters about it. Two points $P$ and $Q$ are both amorphous if the union of their discs is empty. If the discs overlap in an area $c$, the union has area $2a-c$, with $a=\pi r^2$. The covariance of the two indicators is therefore
\begin{equation}
e^{-N(2a-c)}-e^{-2Na}=X^2\left(e^{Nc}-1\right).
\label{eq:cov}
\end{equation}
It vanishes when $|PQ|\ge2r$, since then $c=0$. It is largest at $P=Q$, where $c=a$ and its value is $X-X^2$. The variance of the measured fraction is the average of equation~\eqref{eq:cov} over all pairs of points in the field. For a given $P$, the points $Q$ that contribute lie within an area $4\pi r^2$, so
\begin{equation}
\mathrm{Var}\le\frac{4\pi r^2}{A}\,X(1-X).
\end{equation}
The standard deviation thus has an upper bound that falls as $A^{-1/2}$. For a field of $10~\mu\mathrm m\times10~\mu\mathrm m$ at $t_{50}$ the bound on the standard deviation is 0.17. The value found in one quarter of each simulated box was $0.067\pm0.003$, where the uncertainty comes from the finite number of boxes. Averaging equation~\eqref{eq:cov} numerically over all pairs of these grid points gives 0.072. A single image of this size can therefore easily read 0.43 or 0.57 when the film average is 0.50.

\subsection{Nuclei that are not random}

For any pattern, the union of the discs has at most the sum of their areas, so $X\ge1-\pi Nr^2$. Nuclei on a square lattice of pitch $N^{-1/2}$ reach this bound as long as the discs do not overlap:
\begin{equation}
X_{\rm lattice}=1-\pi Nr^2,\qquad r\le\frac{1}{2\sqrt N}.
\end{equation}
In the example the discs touch at $r=1000$~nm. At $t_{50}$ the radius is 939~nm and $X_{\rm lattice}=1-\ln2=0.307$, against 0.500 for random nuclei of the same density and speed. For seeds on a square lattice, the lattice formula therefore replaces the exponential until the discs touch. After that, the overlaps must be counted for the particular pattern. Clustering acts the other way. If all nuclei came in tight pairs placed at random, there would be $N/2$ independent centres per area, and $X$ would be the square root of the value in equation~\eqref{eq:restate}.

\subsection{Nucleation during the anneal}

Let new nuclei appear at random at the constant rate $I$ per area and time. A nucleus born at $t'$ has reached $P$ by the time $t$ if it lies within $v(t-t')$ of $P$. The expected number of such nuclei is
\begin{equation}
\int_0^t I\,\pi v^2(t-t')^2\,dt'=\frac{\pi}{3}Iv^2t^3.
\end{equation}
This count includes fictitious births in material that is already crystalline. They do no harm. If $Q$ is crystalline at $t'$, the grain that holds it, or another grain, covers every point at distance $s$ from $Q$ by the time $t'+s/v$ at the latest, which is when a nucleus born at $Q$ would arrive. Blocking does no harm either: the triangle-inequality argument still holds when the distance from each nucleus is replaced by its birth time plus distance divided by $v$. Old and new nuclei are independent, so their probabilities of missing $P$ multiply:
\begin{equation}
X=\exp\left(-\pi Nv^2t^2-\frac{\pi}{3}Iv^2t^3\right).
\label{eq:nuc}
\end{equation}
The second term divided by the first is $It/(3N)$.

Take $I=5\times10^{-6}~\mu\mathrm m^{-2}\,\mathrm s^{-1}$ as an assumed rate. At $t_{50}$ the ratio is $5\times10^{-6}\times9394/0.75=0.063$, and $X$ falls from 0.500 to 0.479. At $t_{99}$ the ratio is 0.161, and $X$ falls from 0.0100 to 0.0048. The residual amorphous fraction is halved although the exponent has risen by 16\%. The exponent at $t_{50}$ rises by 10\% when $I=0.3N/t_{50}=8.0\times10^{-6}~\mu\mathrm m^{-2}\,\mathrm s^{-1}$.

The slope of $\ln(-\ln X)$ against $\ln t$ also changes. With $q=It/(3N)$ the exponent is proportional to $t^2(1+q)$, and since $q\propto t$ the slope is $2+q/(1+q)$. It moves from 2 towards 3 as new nuclei take over. A slope above 2 does not prove nucleation, however. If all growth starts after a common delay $t_0$, then $-\ln X\propto(t-t_0)^2$, and the slope against $\ln t$ is $2t/(t-t_0)$, which also exceeds 2.

\subsection{Film thickness and initial radius}

Suppose that the nuclei sit on the bottom interface and grow as hemispheres until they meet the top surface. A point at height $z$ is reached by a nucleus at lateral distance $\rho$ if $\rho^2+z^2\le v^2t^2$. The relevant disc in the interface has the squared radius $v^2t^2-z^2$, or zero if this is negative. Averaging over the thickness gives
\begin{equation}
X_h=\frac1h\int_0^h
\exp\left[-\pi N\max(0,\,v^2t^2-z^2)\right]dz.
\end{equation}
For $vt\ge h$ the factor $e^{-\pi Nv^2t^2}$ comes out of the integral. If in addition $\pi Nh^2\ll1$, then $e^{\pi Nz^2}\approx1+\pi Nz^2$, and
\begin{equation}
X_h\approx e^{-\pi Nv^2t^2}\left(1+\frac{\pi Nh^2}{3}\right).
\end{equation}
For the 50~nm film, numerical integration gives 0.5003 at $t_{50}$, so the thickness is unimportant there. A film of 800~nm with the same $N$ and $v$ would have $X_h=0.598$ at that time. The flat law also overestimates the crystallized fraction early in the anneal. For $vt\ge h$ and a small crystallized fraction, the hemispheres give $\pi N(v^2t^2-h^2/3)$, whereas the flat law gives $\pi Nv^2t^2$. In the example the flat value is too large by a factor of 1.5 at $h/v=500$~s, when the grains reach the top surface, and by 9\% at 1000~s. At both times less than 1\% of the film is crystalline.

If each nucleus starts with radius $r_0$, the free radius is $r_0+vt$, and all times in equation~\eqref{eq:restate} become shorter by $r_0/v$. For $r_0=2$~nm this is 20~s, or 0.2\% of $t_{50}$.

\subsection{Grains that are not circular}

Let each grain, when free, be an ellipse with fast speed $v$ and slow speed $sv$, where $s<1$, and let the orientations be random. Blocking now matters, but $X$ can be bounded. A blocked grain covers no more than its free ellipse, whose area is $\pi sv^2t^2$. This gives a lower bound on $X$. For the upper bound, follow the segment from the nearest nucleus to $P$. Whichever grain holds a point of the segment advances towards $P$ at no less than $sv$, unless the next point is already crystalline. Hence $P$ crystallizes no later than $d/(sv)$, and
\begin{equation}
e^{-\pi Nsv^2t^2}\le X\le e^{-\pi Ns^2v^2t^2}.
\end{equation}
For $s=0.8$ at $t_{50}$ the bounds are $0.5^{0.8}=0.574$ and $0.5^{0.64}=0.642$. Here the fast speed has been held at 0.1~nm/s. The cell-by-cell growth described in the first half, repeated with such ellipses on the same seeds, left 0.586. Free ellipses left 0.584 and discs with the slow speed 0.649. In this pattern the free ellipses are the better estimate. The difference of 0.002 from them also contains the path error of the grid, so it does not measure the effect of blocking.

\subsection{Temperature and the real process}

With a growth activation energy $E$, the speed varies as $e^{-E/kT}$, where $k$ is the Boltzmann constant. For the rough value $E=2.7$~eV, a film at 878~K instead of 873~K grows faster by the factor
\begin{equation}
\exp\left[\frac{E}{k}\left(\frac1{873~\mathrm K}-\frac1{878~\mathrm K}\right)\right]=1.23.
\end{equation}
At fixed $N$, $t_{50}$ falls to 7658~s, which is 18\% shorter. Of the effects evaluated here for the 50~nm film with independently placed nuclei, this error of 5~K and the anisotropy (12 to 25\% longer for $s=0.8$ with $v$ as the fast speed) change $t_{50}$ the most. The 18\% counts only the change of $v$; where nuclei form during the anneal, $I$ depends on temperature as well.

In furnace crystallization of amorphous silicon near 873~K, anneals last from hours to tens of hours, and grains are roughly from a few tenths of a micrometre to a few micrometres across. The example, with grains about 2~$\mu$m wide and a time of several hours, lies within this rough range. Two assumptions are commonly broken. In films without deliberate seeds, nuclei form during the anneal, often after a delay, so that equation~\eqref{eq:nuc} with a delay is the better starting point, and $N$ may even be negligible beside the new nuclei. Silicon grains are also often elongated and twinned; for the modest ratio $s=0.8$, with $v$ taken as the fast speed, $X$ at $t_{50}$ lies between 0.57 and 0.64 instead of at 0.50. Much of this shift comes from the smaller free area of the grains. If $v$ is instead the geometric mean of the two speeds, the free area is unchanged and the same bounds become 0.50 and 0.57. Both $v$ and $I$ depend on impurities and on how the film was deposited, and should be measured on the film in question.

For small errors in the inputs, differentiation of $\ln X=-\pi Nv^2t^2$ gives
\begin{equation}
\delta X\approx X\ln X\left(\frac{\delta N}{N}+2\,\frac{\delta v}{v}\right).
\end{equation}
Since $\ln X$ is negative, a larger density or speed lowers $X$. A relative error in the speed counts twice as much as the same relative error in the density.
